# Field-free selection by spin-orbit torque with a tilted easy axis

## Result

A single-domain magnet has its easy axis $\mathbf n$ tilted by an angle $\beta$ from the film normal toward the spin polarization $\mathbf p$ of the injected current. At zero temperature and without an applied field, a strong and long enough damping-like pulse of positive current brings both rest states $\pm\mathbf n$ to $+\mathbf n$. A negative pulse brings both to $-\mathbf n$.

Let $a=B_{DL}/B_K$ be the ratio of the damping-like field to the anisotropy field, $\alpha$ the Gilbert damping, and $q=\tfrac12\sqrt{1+\alpha^2}$. Either of two conditions is sufficient for positive current.

**Condition A**, for any $0<\beta<90^\circ$ and an abrupt end of the pulse:

$$a>\frac{q}{\min(\sin\beta,\cos\beta)} .$$

**Condition B**, for $\tan\beta>\alpha$ and any later non-negative current tail:

$$a>\frac{q}{\cos\beta},\qquad a>\frac{2\alpha}{3\sqrt3\,(\sin\beta-\alpha\cos\beta)} .$$

Sufficient pulse lengths are derived below. Neither condition is necessary, so weaker currents may also select.

## Model and equation of motion

The unit magnetization is $\mathbf m$, and the energy density is $-K(\mathbf m\cdot\mathbf n)^2$. With saturation magnetization $M_s$, the effective field is minus the energy gradient divided by $M_s$:

$$\mathbf B=B_K w\,\mathbf n,\qquad w=\mathbf m\cdot\mathbf n,\qquad B_K=2K/M_s .$$

The tilt means $\mathbf n\cdot\mathbf p=\sin\beta$. The Gilbert equation is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B-\gamma B_{DL}\,\mathbf m\times(\mathbf m\times\mathbf p)+\alpha\,\mathbf m\times\dot{\mathbf m},$$

with $\gamma>0$. Since $-\mathbf m\times(\mathbf m\times\mathbf p)=\mathbf p-(\mathbf m\cdot\mathbf p)\mathbf m$, positive $B_{DL}$ pulls $\mathbf m$ toward $+\mathbf p$.

To isolate the velocity, write the first two terms as $\gamma B_K\mathbf T$, with
$$\mathbf T=-w\,\mathbf m\times\mathbf n-a\,\mathbf m\times(\mathbf m\times\mathbf p).$$
Taking $\mathbf m\times$ of the equation and using $\mathbf m\cdot\dot{\mathbf m}=0$ gives $\mathbf m\times\dot{\mathbf m}=\gamma B_K\,\mathbf m\times\mathbf T-\alpha\dot{\mathbf m}$. Substituting this back,

$$(1+\alpha^2)\dot{\mathbf m}=\gamma B_K(\mathbf T+\alpha\,\mathbf m\times\mathbf T).$$

In the reduced time $\tau=\gamma B_Kt/(1+\alpha^2)$, with a prime for $d/d\tau$ and $u=\mathbf m\cdot\mathbf p$, expanding the double and triple products gives

$$\mathbf m'=-w\,\mathbf m\times\mathbf n+a(\mathbf p-u\mathbf m)+\alpha w(\mathbf n-w\mathbf m)+\alpha a\,\mathbf m\times\mathbf p. \tag{1}$$

## Motion toward the spin polarization

Take the scalar product of (1) with $\mathbf p$. The last term vanishes. Because $-\mathbf p\cdot(\mathbf m\times\mathbf n)=\mathbf n\cdot(\mathbf m\times\mathbf p)$,

$$u'=a(1-u^2)+w\,\mathbf n\cdot\left[\mathbf m\times\mathbf p+\alpha(\mathbf p-u\mathbf m)\right].$$

Let $u=\cos\theta$. The two vectors in the bracket are perpendicular to $\mathbf m$ and to each other, and $\mathbf m\times\mathbf p$ and $\mathbf p-u\mathbf m$ both have length $\sin\theta$. The bracket therefore has length $\sqrt{1+\alpha^2}\sin\theta$. It meets only the part of $\mathbf n$ normal to $\mathbf m$, whose length is $\sqrt{1-w^2}$. Since $|w|\sqrt{1-w^2}\le\tfrac12$, the anisotropy term is at least $-q\sin\theta$. With $u'=-\theta'\sin\theta$, division by $\sin\theta$ gives

$$\theta'\le-a\sin\theta+q. \tag{2}$$

The rest states $+\mathbf n$ and $-\mathbf n$ lie at $\theta=\pi/2-\beta$ and $\theta=\pi/2+\beta$. For $\beta\le\theta\le\pi/2+\beta$, $\sin\theta$ is no smaller than its lesser end value, $\min(\sin\beta,\cos\beta)$. Under condition A the angle therefore decreases throughout this range, and $\mathbf m$ enters the cap $\theta<\beta$ after at most

$$\tau_A=\frac{\pi/2}{a\min(\sin\beta,\cos\beta)-q}.$$

It cannot leave, because $\theta'<0$ on the boundary. The angle between $\mathbf p$ and $\mathbf n$ is $\pi/2-\beta$, so every point of the cap is less than $\pi/2$ from $\mathbf n$ and has $w>0$.

## The equator as a one-way boundary

Condition A becomes expensive at small tilt. When $\tan\beta$ is well above $\alpha$, the projection of (1) on $\mathbf n$ leads to a weaker requirement:

$$w'=\alpha w(1-w^2)+a(\sin\beta-uw)+\alpha a\,\mathbf n\cdot(\mathbf m\times\mathbf p). \tag{3}$$

The last product equals $\mathbf m\cdot(\mathbf p\times\mathbf n)$, and $|\mathbf p\times\mathbf n|=\cos\beta$, so it is at least $-\cos\beta$. Hence

$$w'\ge\alpha w(1-w^2)+a(\sin\beta-\alpha\cos\beta-uw).$$

Suppose $\tan\beta>\alpha$ and $a\ge0$. For $0<w<\sin\beta-\alpha\cos\beta$ the last bracket is positive, because $|u|\le1$, and so $w'>0$. A trajectory with $w>0$ therefore cannot return to the equator $w=0$, whatever the later waveform, provided the current does not change sign. In particular, a start at $+\mathbf n$ remains on the positive side.

From $-\mathbf n$, inequality (2) holds with $\sin\theta\ge\cos\beta$ until $\theta=\pi/2$. If $a\cos\beta>q$, this takes at most

$$\tau_1=\frac{\beta}{a\cos\beta-q}. \tag{4}$$

Afterwards $u\ge0$, since $\theta'\le-(a-q)<0$ at $\theta=\pi/2$. While $w\le0$ and $u\ge0$, the term $-auw$ is non-negative, and the minimum of $w(1-w^2)$ is $-2/(3\sqrt3)$, at $w=-1/\sqrt3$. Equation (3) then gives

$$w'\ge a(\sin\beta-\alpha\cos\beta)-\frac{2\alpha}{3\sqrt3}.$$

The right side is positive by the second part of condition B. At $u=0$ the vector $\mathbf m$ is normal to $\mathbf p$, and the part of $\mathbf n$ in that plane has length $\cos\beta$, so $w\ge-\cos\beta$. The remaining time to the equator is at most

$$\tau_2=\frac{\cos\beta}{a(\sin\beta-\alpha\cos\beta)-2\alpha/(3\sqrt3)}. \tag{5}$$

A pulse longer than $\tau_1+\tau_2$ thus ends with $w>0$ from either rest state.

## After the pulse, and the reversed pulse

With the current off, (3) becomes $w'=\alpha w(1-w^2)$. Therefore

$$\frac{d}{d\tau}\ln\frac{|w|}{\sqrt{1-w^2}}=\frac{w'}{w(1-w^2)}=\alpha. \tag{6}$$

The ratio grows as $e^{\alpha\tau}$ and the sign of $w$ is kept, so $w>0$ leads to $+\mathbf n$.

For negative current, define $\tilde{\mathbf p}=-\mathbf p$ and $\tilde{\mathbf n}=-\mathbf n$. The torque is then a positive one toward $\tilde{\mathbf p}$. The anisotropy field is unchanged, since $\mathbf n$ enters it twice, and $\tilde{\mathbf n}\cdot\tilde{\mathbf p}=\sin\beta$. The proof applies unchanged and ends at $\tilde{\mathbf n}=-\mathbf n$.

## What the tilt does

At an equilibrium under current $\mathbf T=0$, so $w\mathbf n+a\,\mathbf m\times\mathbf p=\lambda\mathbf m$. The product with $\mathbf m$ gives $\lambda=w^2$, and the product with $\mathbf p$ gives $w\sin\beta=w^2u$. The case $w=0$ would require $\mathbf m=\pm\mathbf p$, for which $w=\pm\sin\beta\neq0$. Hence

$$wu=\sin\beta. \tag{7}$$

Every equilibrium on the $+\mathbf p$ side is also on the $+\mathbf n$ side.

To find its position, the product with $\mathbf n$ gives $a\,\mathbf m\cdot(\mathbf p\times\mathbf n)=-w(1-w^2)$. This fixes the component of $\mathbf m$ normal to the plane of $\mathbf n$ and $\mathbf p$. The squared length in that plane is $(w^2+u^2-2uw\sin\beta)/\cos^2\beta$, so $|\mathbf m|=1$ requires

$$w^2+u^2-2uw\sin\beta+\frac{w^2(1-w^2)^2}{a^2}=\cos^2\beta.$$

Insert $u=\sin\beta/w$ and put $x=w^2$. The terms without $a$ combine to $-(1-x)(x-\sin^2\beta)/x$. Since $\mathbf m=\pm\mathbf n$ is not an equilibrium under current, $1-x$ can be divided out:

$$x^2(1-x)=a^2(x-\sin^2\beta). \tag{8}$$

For $a\to\infty$ the left side stays bounded, so $x\to\sin^2\beta$. The strong-current state is then $\mathbf p$, with $w=\sin\beta$. With a small tilt, a strong and long pulse thus leaves $\mathbf m$ close to the equator when the current stops abruptly.

The direction of tilt matters. If $\mathbf n$ is tilted toward the current direction, then $\mathbf n\cdot\mathbf p=0$. A half-turn about $\mathbf p$ leaves (1) unchanged but reverses $\mathbf n$, and with it the sign of $w$ along a trajectory. The starts $+\mathbf n$ and $-\mathbf n$ then have opposite $w$ at every time, and no pulse can bring both to the same rest state.

## Weak, long pulses

If $a$ and $\alpha$ are both small, precession about $\mathbf n$ is faster than the drift of $w$, except near the equator. Averaged over a turn, $\mathbf m$ becomes $w\mathbf n$, so $u$ averages to $w\sin\beta$ and the triple product in (3) to zero:

$$\langle w'\rangle=(1-w^2)(a\sin\beta+\alpha w).$$

To leading order, escape from $-\mathbf n$ needs $a>\alpha/\sin\beta$. Here the torque component along $\mathbf n$ overcomes the damping. The drift vanishes at this threshold, so a finite pulse needs more current.

## Worked example

The parameters are rough values for a perpendicular free layer of a spin-orbit-torque memory cell:

- $M_s=1000$ kA/m, thickness $d=1.0$ nm, diameter 60 nm
- $B_K=150$ mT, $\alpha=0.030$, $\beta=10^\circ$
- spin Hall efficiency $\xi=0.30$
- current density $J=1.0\times10^8$ A/cm² ($10^{12}$ A/m²) for 0.60 ns

The current delivers angular momentum $\hbar\xi J/(2e)$ per area and time to a layer holding $M_sd/\gamma$ per area. Their ratio is $\gamma B_{DL}$, so

$$B_{DL}=\frac{\hbar\xi J}{2eM_sd}=98.7\ \text{mT},\qquad a=\frac{98.7}{150}=0.658 .$$

Here $\tan\beta=0.176>\alpha$ and $q=0.500$. Condition B requires $a>0.500/0.985=0.508$ and $a>0.080$. The first governs and corresponds to $7.7\times10^7$ A/cm², where bound (4) diverges, so a finite guaranteed pulse length needs a larger current. Condition A would need $a>2.88$, or 432 mT, and is not met.

One reduced time unit is 37.9 ps. Equations (4) and (5) give

$$t_1=\frac{0.1745}{0.648-0.500}\times37.9\ \text{ps}=0.045\ \text{ns},$$

$$t_2=\frac{0.985}{0.0949-0.0115}\times37.9\ \text{ps}=0.448\ \text{ns}.$$

The sum, 0.49 ns, is shorter than the pulse. Runge–Kutta integration of (1) from $-\mathbf n$ crosses the equator after 0.16 ns, so the bound is conservative. At the end of the pulse $w=0.180$, in agreement with the root of (8). By (6), relaxation to $w=0.95$ takes

$$\frac{37.9\ \text{ps}}{0.030}\ln\frac{0.95/\sqrt{1-0.95^2}}{0.180/\sqrt{1-0.180^2}}=3.55\ \text{ns}.$$

In the single-domain model, most of the write time thus follows the pulse; the last section shows that a 60 nm cell does not stay uniform during this stage. The integrated trajectories from both starts end at $+\mathbf n$ for positive current and at $-\mathbf n$ for negative current.

A scan of $a$ in steps of 0.01 up to 1, with the other parameters fixed, shows the margin. From $-\mathbf n$, the largest value that fails to cross the equator is 0.37 for the 0.6 ns pulse and 0.18 for a 10 ns pulse. The latter is close to the averaged estimate $0.030/0.174=0.17$.

## Thermal error

The selection is deterministic only at zero temperature. Let $\Delta=KV/(k_BT)$ for magnet volume $V$. After an abrupt end, the drift near the equator is $\alpha w$ and the energy is $-\Delta w^2$ in units of $k_BT$. For thermal equilibrium to be stationary, the drift must equal the diffusion constant $D$ times the force $2\Delta w$, so $D=\alpha/(2\Delta)$. The quantity $e^{-\alpha\tau}w$ then tends to its initial value $w_0$ plus a Gaussian variable of variance

$$\int_0^\infty2D\,e^{-2\alpha\tau}d\tau=\frac{1}{2\Delta}.$$

For small $w_0$, the probability of ending on the wrong side is therefore approximately

$$P=\tfrac12\,\mathrm{erfc}\!\left(w_0\sqrt\Delta\right). \tag{9}$$

At 300 K the cell, treated as a single domain, has $\Delta=51$, ample against spontaneous reversal during the pulse sequence. Yet (9), averaged over the simulated thermal spread of $w_0$, gives an error of 3.7 %. A stochastic integration of 4000 trajectories from $-\mathbf n$ gives 3.9 %, with a sampling error of about 0.3 percentage points. If the same 0.6 ns plateau is followed by a linear fall over 2 ns, the simulated error is about 0.2 %, from only a few events. This agrees with (3), by which the remaining current pushes $w$ away from the equator toward $+\mathbf n$, though the simulation does not isolate that mechanism.

In this simulation, which has no field-like torque, the shape of the falling edge therefore changes the error strongly. A larger tilt also helps, since $w_0$ approaches $\sin\beta$ at strong current.

## Other limits of the model

**Field-like torque.** An additional field $bB_K\mathbf p$ during the pulse adds $-b\,\mathbf m\times\mathbf p+\alpha b(\mathbf p-u\mathbf m)$ to (1). Its projection on $\mathbf p$ is $\alpha b\sin^2\theta$, so condition A survives with $a$ replaced by $a+\alpha b$. Condition B does not carry over, because the first added term can push $\mathbf m$ back across the equator. For the example with $b=\pm0.3a$, integration at zero temperature still takes both starts to $+\mathbf n$. The margin depends on the sign, however. For $b=-0.3a$, $w$ is only about 0.12 at the end of the plateau, and a linear fall of both torques over 2 ns lowers it to about 0.06. By (9), a smaller $w$ means a larger thermal error, so the slow falling edge then does harm instead of good. The Oersted field of a 5 nm metal film, $\mu_0J(5\ \text{nm})/2=3.1$ mT, is also a field along the axis of $\mathbf p$ and is 3 % of $B_{DL}$.

**Second anisotropy axis.** In a film, the total anisotropy combines an intrinsic easy axis with demagnetization along the normal. A net tilt of $10^\circ$ then needs an intrinsic tilt of only $1.1^\circ$. Diagonalizing the combined anisotropy gives a second axis with $-2.8$ % of the main constant. Including it leaves the final states unchanged for positive current.

**Heating.** For a resistivity of 100 µΩ cm and a heat capacity of 2.5 MJ/(m³ K), the pulse would heat the metal by 240 K if no heat escaped. A one-dimensional finite-difference calculation with perfect contact to an oxide (1.4 W/(m K), 1.6 MJ/(m³ K)) gives 70 K for a 5 nm metal film. Such a rise lowers $\Delta$ and can alter $B_K$, which the fixed-temperature results omit.

**Smaller tilt and larger cells.** At the current of the example, a smaller tilt reduces $w_0$ and raises error (9), and for $\tan\beta\le\alpha$ condition B is lost. The model also assumes uniform rotation. With an exchange stiffness $A=15$ pJ/m, the domain-wall width $\pi\sqrt{A/K}$ is 44 nm, less than the 60 nm diameter, and the assumption already fails for this cell after an abrupt end. Keep only exchange and the local anisotropy, and put $\kappa=Ak^2/K$ for a standing wave of wave number $k$. About a uniform state precessing at given $w$, the stiffness in units of $B_K$ is $\kappa$ along the azimuth and $\kappa-(1-w^2)$ along the polar angle. The wave therefore grows at the reduced rate $\sqrt{\kappa(1-w^2-\kappa)}$ when $\kappa<1-w^2$. The lowest mode of a disc of radius $R$ has $k=1.84/R$, so $\kappa=0.75$ for the example. At $w_0=0.18$ the rate is 0.40, more than ten times the rate $\alpha=0.03$ of the uniform departure from the equator, and the instability lasts until $w\approx0.5$. In this estimate, which omits the non-local stray field, uniform relaxation needs a diameter below about 53 nm. The relaxation time and the thermal errors above are thus single-domain values, not predictions for the 60 nm cell. Larger cells can also reverse by nucleation and wall motion, for which the thresholds here are not predictions. The size of these shifts is not determined by this model.
